# Slope-selecting growth: scalar Cahn-Hilliard in one dimension, curl-free vector in two

**Question.** A growing crystal surface develops mounds whose sides settle at a preferred slope. On a one-dimensional surface the slope obeys the Cahn-Hilliard equation, the equation of a demixing alloy. Why does this fail on a two-dimensional surface, although the height is still a single scalar field?

**Answer.**

## The mechanism

Atoms that land on a terrace diffuse and attach to steps. If they are hindered from hopping down over a step edge, more of them attach to the ascending step, and the surface carries a net current uphill. A flat surface is then unstable: this is the Villain instability. If the uphill current vanishes at some finite slope, facets of that slope can persist, and the growth selects a slope.

The preferred states are therefore values of the slope, not of the height. The slope plays the part that composition plays in an alloy, with one difference. Composition may be prescribed freely at every point, but slopes must fit together into a surface. In one dimension this costs nothing: any periodic slope profile of zero mean can be integrated to a periodic height. In two dimensions the slope has two components, and they belong to a surface only if walking around any closed loop returns one to the starting height. The slope field must be free of curl. This restriction changes the equation of motion, the states in which motion stops, and the walls between facets.

## From the height to the slope

Let $h(\mathbf x,t)$ be the height measured from the mean growing surface, and $\mathbf m=\nabla h$ its slope. Without desorption or voids, and for small slopes,

$$h_t=-\nabla\cdot\mathbf J(\mathbf m)-\kappa\nabla^4h .$$

Here $\mathbf J$ is the slope-dependent current, and $\kappa>0$ describes smoothing at short distances. I take periodic boundaries, no noise, and an odd current, $\mathbf J(-\mathbf m)=-\mathbf J(\mathbf m)$. The simplest isotropic choice is

$$\mathbf J=\nu\,\mathbf m\left(1-\frac{|\mathbf m|^2}{m_0^2}\right),\qquad V=\frac{\nu}{4m_0^2}\left(m_0^2-|\mathbf m|^2\right)^2 .$$

Differentiating $V$ gives $\partial V/\partial\mathbf m=-(\nu/m_0^2)(m_0^2-|\mathbf m|^2)\mathbf m$, so $\mathbf J=-\partial V/\partial\mathbf m$. Now define

$$F=\int\left[V(\nabla h)+\frac{\kappa}{2}(\nabla^2h)^2\right]d^dx .$$

This is an effective energy built from kinetic coefficients, not a thermodynamic one. For a small change $\delta h$, integration by parts gives

$$\delta F=\int\left[-\mathbf J\cdot\nabla\delta h+\kappa\nabla^2h\,\nabla^2\delta h\right]d^dx
=\int\left[\nabla\cdot\mathbf J+\kappa\nabla^4h\right]\delta h\,d^dx .$$

The last bracket is $-h_t$. Hence $h_t=-\delta F/\delta h$: the height slides down the gradient of $F$.

To write the same motion in terms of slope, note that two integrations by parts turn $\int(\nabla^2h)^2$ into $\int\sum_{ij}(\partial_im_j)^2$. Varying $F$ with respect to $\mathbf m$ then gives the chemical potential of the slope,

$$\boldsymbol\mu=\frac{\delta F}{\delta\mathbf m}=-\mathbf J-\kappa\nabla^2\mathbf m .$$

Its divergence is $-\nabla\cdot\mathbf J-\kappa\nabla^4h$, so $h_t=\nabla\cdot\boldsymbol\mu$. One more gradient yields

$$\mathbf m_t=\nabla(\nabla\cdot\boldsymbol\mu).\tag{1}$$

**One dimension.** Both operators in (1) are $\partial_x$, and

$$m_t=\partial_x^2\mu,\qquad \mu=V'(m)-\kappa\,\partial_x^2m .$$

This is the Cahn-Hilliard equation with unit mobility. As a test, the height equation and the Cahn-Hilliard equation were integrated separately from the same initial profile. The slope changed by up to $0.64\,m_0$, while the two results differed by at most $2.2\times10^{-4}m_0$.

**Two dimensions.** Vector Cahn-Hilliard dynamics, with $F$ extended to arbitrary fields through the gradient term $\tfrac{\kappa}{2}\sum_{ij}(\partial_im_j)^2$, would be $\mathbf m_t=\nabla^2\boldsymbol\mu$. A Fourier component of this rate is $-k^2\boldsymbol\mu_k$, whereas (1) gives $-\mathbf k(\mathbf k\cdot\boldsymbol\mu_k)$. The surface keeps the part of the vector rate along $\mathbf k$ and discards the part across it. That is the projection onto gradients, and it keeps $\mathbf m$ integrable.

The height is indeed one scalar that describes everything. But its equation is a gradient flow whose energy wells lie in $\nabla h$, not in $h$. Rewriting it in the variable that has the wells produces two linked components.

## What the projection removes

Let $\omega=\partial_x\mu_y-\partial_y\mu_x$. Direct subtraction gives

$$\nabla^2\boldsymbol\mu-\nabla(\nabla\cdot\boldsymbol\mu)=(-\partial_y\omega,\ \partial_x\omega).$$

For the $x$ component, the left side is $\partial_y^2\mu_x-\partial_x\partial_y\mu_y=-\partial_y\omega$; the $y$ component follows in the same way. Since $\mathbf m$ has no curl, neither has $\nabla^2\mathbf m$, and therefore $\omega=-\operatorname{curl}\mathbf J$. The two dynamics differ when the current has a nonuniform curl.

To separate the effect of the constraint from that of the potential, consider a family with square symmetry,

$$J_x=\nu m_x\left(1-\frac{m_x^2+bm_y^2}{m_0^2}\right),\qquad
J_y=\nu m_y\left(1-\frac{m_y^2+bm_x^2}{m_0^2}\right).$$

The value $b=1$ is isotropic; at $b=0$ each current component depends on its own slope component alone. With $\partial_xm_y=\partial_ym_x=h_{xy}$,

$$\partial_xJ_y=\nu\left[\left(1-\frac{3m_y^2+bm_x^2}{m_0^2}\right)h_{xy}-\frac{2b\,m_xm_y}{m_0^2}h_{xx}\right],$$

$$\partial_yJ_x=\nu\left[\left(1-\frac{3m_x^2+bm_y^2}{m_0^2}\right)h_{xy}-\frac{2b\,m_xm_y}{m_0^2}h_{yy}\right],$$

and the difference is

$$\operatorname{curl}\mathbf J=\frac{\nu}{m_0^2}\left[(3-b)(m_x^2-m_y^2)h_{xy}-2b\,m_xm_y(h_{xx}-h_{yy})\right].\tag{2}$$

Three cases show what this means.

- *Early growth.* For small slopes $\mathbf J\approx\nu\mathbf m$ has no curl. Each component obeys $\partial_tm_i=-\nu\nabla^2m_i-\kappa\nabla^4m_i$, the linearized scalar equation. The curl in (2) is cubic in the slope and the full rate is linear, so their ratio is quadratic. On a random test surface, reducing the slope tenfold from $0.05\,m_0$ reduced the transverse share of the vector rate by a factor of 99.4, close to the expected 100. At an rms slope of $0.8\,m_0$ that share was 0.28 of the rms rate. The difference between the dynamics thus arises in the nonlinear stage, where slopes are selected.
- *Stripes.* If $h$ varies along one direction $\mathbf n$, (1) becomes a scalar Cahn-Hilliard equation for $\mathbf n\cdot\mathbf m$. Such a surface is one-dimensional in all but name.
- *Separable current.* At $b=0$ the potential is a sum of a function of $m_x$ and a function of $m_y$. Still, $\partial_tm_x=\partial_x(\partial_x\mu_x+\partial_y\mu_y)$ contains $m_y$. Here the coupling comes from the constraint alone. It disappears for $h=f(x)+g(y)$, where $h_{xy}=0$ and each slope component follows its own scalar equation.

## Where motion stops

Along (1), integration by parts gives

$$\frac{dF}{dt}=\int\boldsymbol\mu\cdot\nabla(\nabla\cdot\boldsymbol\mu)\,d^2x=-\int(\nabla\cdot\boldsymbol\mu)^2d^2x ,$$

while vector Cahn-Hilliard dynamics gives $-\int\sum_{ij}(\partial_i\mu_j)^2d^2x$. The latter stops when $\boldsymbol\mu$ is uniform. The surface stops as soon as $\boldsymbol\mu$ has no divergence.

In one dimension these conditions coincide, because $\partial_x\mu=0$ makes $\mu$ constant. In two dimensions a divergence-free field may circulate. It then acts like the force of a support on a resting body. The first-order energy change is $\int\boldsymbol\mu\cdot\delta\mathbf m$, and for an allowed change $\delta\mathbf m=\nabla\delta h$ it equals $-\int(\nabla\cdot\boldsymbol\mu)\,\delta h=0$. A change with curl could lower $F$, but no surface can make it.

A square array of isotropic mounds shows this. It was relaxed from $\cos qx+\cos qy$ with the symmetry of the array held fixed, so the result is a stationary state; nothing is claimed about its stability against coarsening. The rms $\boldsymbol\mu$ is $0.141\,\nu m_0$, while its divergence is zero to rounding error. By (2), the circulation must be there wherever the relaxed shape gives $\mathbf J$ a curl. Two controls, stripes at $b=1$ and mounds at $b=0$, relax to $\boldsymbol\mu=0$ to the same accuracy.

The constraint can also be lifted. Starting from the slopes of the stationary isotropic mounds, vector Cahn-Hilliard dynamics was run for a time $100\,\kappa/\nu^2$. The energy per area fell from $0.1239$ to $0.1182\,\nu m_0^2$, a drop of 4.6 %, and the slope field acquired an rms curl of $0.085\,m_0/\xi$, where $\xi=\sqrt{\kappa/\nu}$. It no longer described a surface. The sizes depend on how $F$ is extended to fields with curl. Any gradient term $\tfrac{\kappa}{2}[(\nabla\cdot\mathbf m)^2+\alpha(\operatorname{curl}\mathbf m)^2]$ gives the same energy on a surface, and the values above are for $\alpha=1$; with $\alpha=4$ the drop is 1.6 % and the curl $0.029\,m_0/\xi$.

## Walls between facets

In a scalar Cahn-Hilliard system with isotropic gradient energy, a wall between the two phases may run in any direction at the same tension. Facets are not so free. The height is continuous along the edge where they meet, so its derivative along the edge is the same on both sides. With $\mathbf t$ the tangent of the edge,

$$\mathbf t\cdot(\mathbf m_+-\mathbf m_-)=0 .$$

The jump in slope must be perpendicular to the edge. Two given facets thus fix the direction of the edge between them.

Suppose one tries to separate slopes $(\pm m_0,0)$ by walls with normal $\mathbf n=(1,1)/\sqrt2$. The nearest gradient field, in the least-squares sense, keeps the normal part $\mathbf n(\mathbf n\cdot\mathbf m)=\pm(m_0/2,m_0/2)$. Its magnitude is $0.707\,m_0$, which is not the selected slope. The facets themselves then cost $\tfrac14\nu m_0^2(1-\tfrac12)^2=0.0625\,\nu m_0^2$ per area. For this field the penalty grows with the area of the facets, not with the length of the wall. A surface can escape it only by changing the facets themselves, for instance to the slopes $\pm m_0\mathbf n$, which this wall does allow.

For an allowed straight wall in the isotropic model, let $x$ run along the normal. The tangential slope stays at $m_0\sin\theta$, and the normal slope $u$ goes from $-c$ to $c$, with $c=m_0\cos\theta$. Then $V=(\nu/4m_0^2)(c^2-u^2)^2$. The stationary profile satisfies $\kappa u''=dV/du$. Multiplying by $u'$ and integrating from the facet, where $u'$ and $V$ vanish, gives $\tfrac{\kappa}{2}u'^2=V$. The two energy terms are equal, and the tension is

$$\tau=\int2V\,dx=\int_{-c}^{c}\sqrt{2\kappa V}\,du
=\frac{1}{m_0}\sqrt{\frac{\kappa\nu}{2}}\int_{-c}^{c}(c^2-u^2)\,du .$$

The last integral is $4c^3/3$, so

$$\tau(\theta)=\frac{2\sqrt2}{3}\sqrt{\kappa\nu}\,m_0^2\cos^3\theta .\tag{3}$$

At $\theta=0$ the profile is $u=m_0\tanh(x/w)$ with $w=\sqrt2\,\xi$. Direct minimization of the energy gave $0.9425$, $0.6122$ and $0.1178$ in units of $\sqrt{\kappa\nu}\,m_0^2$ at 0, 30 and 60 degrees; (3) gives $0.9428$, $0.6124$ and $0.1179$. The tension falls with $\theta$ because the slope has less far to jump, which gives one factor $\cos\theta$, and crosses a lower barrier, which gives the other two.

An unconstrained vector has a cheaper way. It can turn from $(-m_0,0)$ to $(m_0,0)$ at nearly constant length and stay near the bottom of the potential. A uniform turn through $\pi$ over a width $L$ costs

$$\int_0^L\frac{\kappa}{2}m_0^2\left(\frac{\pi}{L}\right)^2dx=\frac{\pi^2\kappa m_0^2}{2L},$$

which vanishes for large $L$. For $L=30\,\xi$ this is $0.1645\sqrt{\kappa\nu}\,m_0^2$, and minimization gave $0.1636$. The small reduction has a simple origin. Let the length shrink to $\rho m_0$ and write $q=(\pi\xi/L)^2$. The energy density is $\tfrac12\nu m_0^2[q\rho^2+\tfrac12(1-\rho^2)^2]$, least at $\rho^2=1-q$, where it is lower by the factor $1-q/2=0.9945$.

A surface cannot turn its slope in this way: with all quantities depending on $x$, zero curl means $\partial_xm_y=0$. In the isotropic model it is the constraint that gives the wall a finite tension.

## When the statement needs amending

In one dimension a potential always exists, $V=-\int J\,dm$. In two dimensions it requires $\partial J_x/\partial m_y=\partial J_y/\partial m_x$. Full square symmetry, mirrors included, secures this at third order: $J_x$ may contain $m_x^3$ and $m_xm_y^2$, and the mixed term gives the same derivative in both components. At fifth order, $J_x=\beta m_x^3m_y^2+\gamma m_xm_y^4$ and its partner leave

$$\frac{\partial J_x}{\partial m_y}-\frac{\partial J_y}{\partial m_x}=(2\beta-4\gamma)(m_x^3m_y-m_xm_y^3).$$

Unless $\beta=2\gamma$, the current has no potential. Equation (1) survives with $\boldsymbol\mu=-\mathbf J-\kappa\nabla^2\mathbf m$, but $\boldsymbol\mu$ is no longer the derivative of an energy.

Even in one dimension the reduction needs symmetry between hills and valleys. A growth term $-\lambda\partial_x^2(m^2)$ adds $-\lambda\partial_x(m^2)$ to $\mu$. Its response to a change $g$ is $-2\lambda\partial_x(mg)$. Weighted with another change $f$ and integrated by parts, this gives $2\lambda\int mgf'dx$, which differs from the value with $f$ and $g$ exchanged. The second derivative of an energy would be symmetric, so the equation is not of Cahn-Hilliard form.

## Numbers for a metal film

Take a film with the geometry of vanadium (001), which supplies the square symmetry. A rough lattice constant of 0.30 nm gives a step height $s=0.15$ nm and an atomic volume $\Omega=0.30^3/2=0.0135$ nm³. The other inputs are round model values, chosen to show the scales of the equation; as explained below, they do not all fit one real film: $\nu=0.5$ nm²/s, $\kappa=50$ nm⁴/s, $m_0=0.25$ (14 degrees), 500 K, and 0.1 layers per second, or $R=0.015$ nm/s.

The length scale is $\xi=\sqrt{50/0.5}=10$ nm. A ripple of wavenumber $k$ grows at the rate $\nu k^2-\kappa k^4$, largest at $k^2=\nu/2\kappa$. The fastest wavelength is $2\pi\sqrt2\,\xi=89$ nm, and its amplitude grows by a factor $e$ in $4\kappa/\nu^2=800$ s, during which 12 nm are deposited.

The random arrival of atoms starts the ripples. An area $A$ receives $RA/\Omega$ atoms per second, each adding a volume $\Omega$, so the variance of the added volume grows at the rate $R\Omega A$. Feeding this noise into each linear mode of an initially flat surface gives

$$\langle|\mathbf m|^2\rangle=\int\frac{k^3dk}{2\pi}\,R\Omega\,\frac{e^{2\sigma t}-1}{2\sigma},\qquad\sigma=\nu k^2-\kappa k^4 .$$

It reaches $m_0^2$ after about 5400 s, or 81 nm of film. Linear theory fails somewhat earlier. For Gaussian slopes the cubic term already halves the mean of $\mathbf m\cdot\mathbf J$ when $\langle|\mathbf m|^2\rangle=m_0^2/4$, at about 4800 s. The scalar description of each component has thus ceased to hold by the time the linear estimate reaches $m_0^2$.

The stationary mound array was computed with a period of 133 nm. It is 18.2 nm high from summit to pit, and refining the mesh from 32 to 48 points per side changed the height by less than one part in a million. Summit and pit lie $133/\sqrt2=94$ nm apart, so the mean slope between them is 0.19, below the selected 0.25. The circulating potential has an rms value of $0.141\times0.5\times0.25=0.0176$ nm²/s. A straight wall at $\theta=0$ has $w=14$ nm and $\tau=0.943\times5\times0.0625=0.295$ nm³/s.

How far would a real film depart from this? The values of $\nu$, $\kappa$ and $m_0$ are not measurements on vanadium, and the mound sizes are not predictions for it. A weak four-fold anisotropy changes the isotropic result modestly: at $b=0.8$ the mounds are 4.0 % higher, at $b=1.2$ they are 3.5 % lower, and the rms potential is $0.126$ and $0.152\,\nu m_0$. The circulation persists in both, but it vanishes for this array at $b=0$, so a strong anisotropy can matter more.

The continuum picture is weakest at ridges and valley floors, where the terraces are widest. Near a ridge the surface drops by $m_0w\ln\cosh(x/w)$; setting this equal to one step gives a top terrace 8.3 nm wide, 0.29 of the full wall width $2w$. Hill-valley asymmetry also matters there. Suppose a strong step-edge barrier causes the uphill current, and let $\ell$ be the distance an adatom diffuses. At a small slope $m$, a fraction of about $\ell m/s$ of the atoms lands within reach of a step and moves uphill by about $\ell/2$. The current is then $R\,(\ell m/s)(\ell/2)$, so roughly $\nu\approx R\ell^2/2s$, which implies $\ell\approx3.2$ nm. The numerical factor depends on how $\ell$ is defined. If adatoms survive for a time $\ell^2/D$, with $D$ their diffusion constant, the diffusion equation on a long terrace gives $\nu=R\ell^2/s$ and $\ell\approx2.2$ nm. The estimates below use 3.2 nm and are uncertain by at least this factor of two.

A current proportional to the slope needs terraces longer than $\ell$, that is, slopes below $s/\ell\approx0.05$. On shorter terraces an atom moves uphill by half a terrace on average, even with a perfect barrier, so the current cannot exceed $Rs/2m$. The cubic current used here exceeds that bound between slopes of about 0.05 and 0.245, by up to a factor of 7. The numbers therefore illustrate the equation, not a consistent film grown at this rate. With the same $\nu$, $R$ and $s$, the bound holds at every slope only if $m_0\le\sqrt{2Rs/\nu}=0.095$.

The asymmetry itself can be estimated near a ridge, where the slope is small. Adatoms survive for about $\ell^2/D$, so their density $n$ satisfies $\Omega Dn\approx R\ell^2$. Where $n$ varies with slope, their diffusion adds $\nabla^2(\Omega Dn)$ to $h_t$, while smoothing adds $-\nabla^2(\kappa\nabla^2h)$. The quantities to compare are thus $R\ell^2=0.15$ nm³/s and, from the wall curvature, $\kappa m_0/w=0.88$ nm³/s, a ratio of 0.17. This compares the two terms under the Laplacian, and only to order of magnitude. The density changes over the short distance in which the slope reaches about $s/\ell$, roughly 3 nm here, while the curvature changes over $w=14$ nm. Close to the ridge the asymmetry therefore weighs more in $h_t$ than the ratio suggests. For a model density proportional to $1/[1+(m\ell/s)^2]$, taking the Laplacian of both terms at the ridge multiplies the ratio by $(\ell m_0/s)^2$, which gives about 5 for $\ell=3.2$ nm and about 1 for $\ell=2.2$ nm. With these inputs the asymmetry is not a small correction at the ridge top, and even a one-dimensional ridge would not follow the Cahn-Hilliard equation there.

The other effects estimated here are smaller. The finite-slope correction $m_0^2/2$ is 3 %. The noise strength $R\Omega/2$ is $2.6\times10^{-6}$ of the energy of a wall one period long, so noise matters for starting the mounds but hardly for formed walls. With a rough binding energy of 4 eV and an attempt rate of $10^{13}$ per second, desorption at 500 K is about $5\times10^{-28}$ per second and can be ignored. The numerical output lists these values.

## Table of computed values

```
1D: largest slope gap, height vs CH  2.2e-04 m0
1D: largest slope change in the run  0.64 m0
2D: transverse share of CH rate      0.280
    at rms slope                     0.8 m0
2D: share ratio, slopes 0.05/0.005   99.4
Mounds: rms mu                       0.1408 nu*m0
Mounds: rms div mu                   4.5e-13 nu*m0/xi
Mounds: rms mu, finer mesh           0.1408 nu*m0
Mounds: height shift, finer mesh     -8.3e-08
Separable mounds: rms mu             6.4e-14 nu*m0
Stripes: rms mu                      3.2e-14 nu*m0
Mounds: energy density F             0.1239 nu*m0^2
F after releasing the constraint     0.1182 nu*m0^2
Energy released                      4.57 %
rms curl after release               0.0850 m0/xi
Misoriented wall: slope left         0.707 m0
Misoriented wall: bulk cost          0.0625 nu*m0^2
Wall tension at  0 deg: 0.9425, law 0.9428 sqrt(kappa*nu)*m0^2
Wall tension at 30 deg: 0.6122, law 0.6124 sqrt(kappa*nu)*m0^2
Wall tension at 60 deg: 0.1178, law 0.1179 sqrt(kappa*nu)*m0^2
Free rotation, width 30 xi: 0.1636, law 0.1645 same unit
Lattice constant (rough)             0.30 nm
Step height                          0.15 nm
Deposition rate                      0.1 layers/s
nu                                   0.5 nm^2/s
kappa                                50 nm^4/s
Selected slope m0                    0.25
Selected angle                       14.0 deg
Length xi                            10.0 nm
Fastest-growing wavelength           88.9 nm
Amplitude e-folding time             800 s
Wall width sqrt(2) xi                14.1 nm
Wall tension at 0 deg                0.295 nm^3/s
Noise reaches m0 (linear) after      5423 s
Film thickness then                  81 nm
Mound array period                   133 nm
Mound peak-to-valley height          18.22 nm
Mound rms mu                         0.01760 nm^2/s
b=0.8: height change +4.0 %, rms mu 0.1263 nu*m0
b=1.2: height change -3.5 %, rms mu 0.1522 nu*m0
Ridge-top terrace width              8.3 nm
Terrace / full wall width            0.29
Implied diffusion length             3.2 nm
Up-down asymmetry / wall term        0.17
Noise / wall energy per period       2.6e-06
Finite-slope correction m0^2/2       3.1 %
Growth temperature                   500 K
Desorption rate (4 eV, 1e13/s)       5e-28 1/s
```
